# Distance errors from Gaussian fits to K-edge absorption fine structure, part 2

A photon of energy $\hbar\omega$ ejects a $1s$ electron of mass $m$ (K edge, threshold $E_0$) with wave number $k=\sqrt{2m(\hbar\omega-E_0)}/\hbar$. Neighbours at distance $r$ give the fine structure $\chi(k)$. The problem is the distance error when one shell is fitted as a Gaussian. Units are Gaussian, with Å and eV in the example.

The real distribution $\rho(r)$ has cumulants $C_n^*$. The effective $P=\rho\,e^{-2r/\lambda}/r^2$, with mean free path $\lambda$, has $C_n$, defined by $\ln\mathcal M(t)=\sum_{n\ge0}C_nt^n/n!$, $\mathcal M(t)=\int P\,e^{tr}dr$. With normalized moments $m_n$,

$$C_n=m_n-\sum_{j=1}^{n-1}\binom{n-1}{j-1}C_j\,m_{n-j}.\tag{2}$$

Pair formula (backscattering amplitude $|f|$, phase $\varphi$, constant $S_0^2$): $\chi=S_0^2\,|f|\,e^{-2r/\lambda}\sin(2kr+\varphi)/(kr^2)$.

The Fourier transform is $F(k)=\mathcal M(2ik)=e^{C_0}A\,e^{i(2kC_1+\psi)}$, with

$$\ln A=-2k^2C_2+\tfrac23k^4C_4-\tfrac4{45}k^6C_6+\tfrac2{315}k^8C_8-\dots,\tag{3}$$

$$\psi=-\tfrac43k^3C_3+\tfrac4{15}k^5C_5-\tfrac8{315}k^7C_7+\dots\tag{4}$$

(A3) requires $2|k|$ to be below the distance from the origin to the nearest zero or singularity of $\mathcal M$.

**Lemma 3.** For $h(r)=-2\ln r-2r/\lambda$, derivatives at $r=C_1^*$, and a narrow shell,

$$C_1\approx C_1^*+h'C_2^*,\qquad C_2\approx C_2^*+h'C_3^*+h''C_2^{*2},\qquad C_3\approx C_3^*+h'C_4^*+3h''C_2^*C_3^*+h'''C_2^{*3}.$$

The fit model is $gA_fe^{i\Phi_f}$, with envelope $g$, $A_f=\exp(c_0-2k^2s^2)$, $\Phi_f=2kR$. Put $\Delta R=R-C_1$, $\Phi=2kC_1+\psi$, $\delta=\Phi-\Phi_f$, $w=g^2AA_f$.

**Theorem 2** ($E_0$ fixed, $|\delta|\ll1$):

$$\Delta R=\frac{\sum wk\psi}{2\sum wk^2}=-\tfrac23C_3k_{\rm eff}^2+\tfrac2{15}C_5\frac{\sum wk^6}{\sum wk^2}-\tfrac4{315}C_7\frac{\sum wk^8}{\sum wk^2}+\dots,\qquad k_{\rm eff}^2=\frac{\sum wk^4}{\sum wk^2},\tag{5}$$

For $g=k^p$ and an unbounded window,

$$k_{\rm eff}^2=\frac{2p+3}{8C_2}.\tag{6}$$

**Theorem 3** (threshold floated to $E_0+\Delta E$; model wave number $k'^2=k^2-2m\Delta E/\hbar^2$): with $x=k^2$, averages weighted by $v\propto w/x$, and $Q=\langle x\rangle\langle x^3\rangle-\langle x^2\rangle^2\ge0$, to order $C_3$

$$\Delta R=-\tfrac23C_3\frac{\mathrm{Cov}(x^2,x)}{\mathrm{Var}(x)},\qquad \frac{2mR\,\Delta E}{\hbar^2}=-\tfrac43C_3\frac{Q}{\mathrm{Var}(x)},\tag{7}$$

Here $\delta=\psi-2k\Delta R+b/k$ and $b=2mR\Delta E/\hbar^2=2\Delta R\langle x\rangle-\langle k\psi\rangle$.

**Remark 6.** To order $C_3$, the local distances are $\Phi/2k=C_1-\frac23k^2C_3$ and $\frac12d\Phi/dk=C_1-2k^2C_3$. A uniform-weight phase fit over $k_1\le k\le k_2$ has $k_{\rm eff}^2=\frac35(k_2^5-k_1^5)/(k_2^3-k_1^3)$.

Test distributions: gamma, $P\propto y^{a_g-1}e^{-y/\theta}$, $C_n=a_g(n-1)!\,\theta^n$, series limit $k<1/2\theta$; split shell, equal weights at $C_1\pm d$, $C_4=-2d^4$, beat node $k=\pi/4d$.

## The sign of the third cumulant

Model the bond by one coordinate $x=r-r_0$ with reduced mass $M$ and $V=\frac12k_0x^2-k_3x^3$, $k_0=M\omega_E^2$. Let $\epsilon=\hbar\omega_E$, $\beta=1/k_BT$, $\zeta=e^{-\beta\epsilon}$, $s_\beta=\sinh(\beta\epsilon/2)$ and $x_0^2=\hbar/2M\omega_E=\epsilon/2k_0$.

**Lemma 4.** To first order in $k_3$,

$$C_2^*=\sigma^2=x_0^2\coth\frac{\beta\epsilon}2,\qquad a\equiv C_1^*-r_0=\frac{3k_3\sigma^2}{k_0},\qquad C_3^*=\frac{k_3\epsilon^2}{2k_0^3}\left(1+\frac3{s_\beta^2}\right).\tag{8}$$

*Proof.* Write $H=H_0+V_1$, $V_1=-k_3x^3$, and $O(u)=e^{uH_0}Oe^{-uH_0}$. The operator $U(\beta)=e^{\beta H_0}e^{-\beta H}$ obeys $dU/d\beta=-V_1(\beta)U$ with $U(0)=1$, so $e^{-\beta H}\approx e^{-\beta H_0}[1+k_3\int_0^\beta x(u)^3du]$. In $K^*(t)=\ln(\mathrm{Tr}\,e^{-\beta H}e^{tx}/\mathrm{Tr}\,e^{-\beta H})$ the denominator is unchanged because the harmonic average $\langle x^3\rangle_0$ vanishes by parity. Thus $K^*=\ln J_0+k_3\int_0^\beta(J_3/J_0)\,du$ with $J_n=\langle x(u)^ne^{tx}\rangle_0$.

The $J_n$ follow from Wick's recursion, obtained as follows. From $[H_0,\hat a]=-\epsilon\hat a$ one has $\hat a(u)=e^{-u\epsilon}\hat a$, so $\hat ae^{-\beta H_0}=\zeta e^{-\beta H_0}\hat a$, and cyclic invariance of the trace gives $\langle Y\hat a\rangle_0=\zeta\langle\hat aY\rangle_0$ for any $Y$. With $\hat aY=[\hat a,Y]+Y\hat a$ this yields $\langle\hat aY\rangle_0=\langle[\hat a,Y]\rangle_0/(1-\zeta)$, and in the same way $\langle\hat a^\dagger Y\rangle_0=\langle[\hat a^\dagger,Y]\rangle_0/(1-1/\zeta)$. For $L'$ linear in $\hat a,\hat a^\dagger$ the commutators are numbers, so $[\hat a,L']/(1-\zeta)=\langle\hat aL'\rangle_0$ and likewise for $\hat a^\dagger$. Commuting through $Y=x(u)^{n-1}e^{tx}$, with $[\hat a,e^{tx}]=t[\hat a,x]e^{tx}$, and combining the two results with the coefficients in $x(u)$ gives

$$J_n=(n-1)\sigma^2J_{n-2}+t\,G(u)\,J_{n-1},\qquad G(u)=\langle x(u)x\rangle_0,\quad \sigma^2=\langle x(u)^2\rangle_0=G(0).$$

Hence $J_1=tGJ_0$, $J_2=(\sigma^2+t^2G^2)J_0$ and $J_3=(3\sigma^2tG+t^3G^3)J_0$. Also $dJ_0/dt$ equals $J_1$ at $u=0$, namely $t\sigma^2J_0$, so $\ln J_0=\sigma^2t^2/2$. Therefore

$$K^*=\tfrac12\sigma^2t^2+3k_3\sigma^2t\int_0^\beta G\,du+k_3t^3\int_0^\beta G^3du ,$$

which gives $C_2^*=\sigma^2$, $a=3k_3\sigma^2\int G\,du$ and $C_3^*=6k_3\int G^3du$. With $x(u)=x_0(\hat ae^{-u\epsilon}+\hat a^\dagger e^{u\epsilon})$, $\langle\hat a\hat a^\dagger\rangle_0=1/(1-\zeta)$ and $\langle\hat a^\dagger\hat a\rangle_0=\zeta/(1-\zeta)$,

$$G(u)=x_0^2\,\frac{e^{-u\epsilon}+e^{-(\beta-u)\epsilon}}{1-e^{-\beta\epsilon}}=x_0^2\,\frac{\cosh[\epsilon(\beta/2-u)]}{s_\beta},$$

the last form following on multiplication above and below by $e^{\beta\epsilon/2}$. Setting $u=0$ gives $\sigma^2$. With $y=\epsilon(\beta/2-u)$, $\int_0^\beta\cosh y\,du=2s_\beta/\epsilon$, so $\int G\,du=2x_0^2/\epsilon=1/k_0$. With $\cosh^3y=(1+\sinh^2y)\cosh y$, $\int_0^\beta\cosh^3y\,du=(2/\epsilon)(s_\beta+s_\beta^3/3)$, so $C_3^*=(12k_3x_0^6/\epsilon)(1/s_\beta^2+1/3)=(4k_3x_0^6/\epsilon)(1+3/s_\beta^2)$. Inserting $x_0^6=\epsilon^3/8k_0^3$ completes (8). $\square$

Both $a$ and $C_3^*$ carry the sign of $k_3$. A bond that is hard on compression and soft on stretching expands on heating and has $C_3^*>0$. Theorems 2 and 3 then give a false contraction, provided the $C_3$ term dominates and the corrections of Lemma 3 do not reverse the sign of $C_3$, as they can when $k_3$ is very small. From (8) and $\coth^2(\beta\epsilon/2)=1+1/s_\beta^2$,

$$\frac{a\sigma^2}{C_3^*}=\frac{3(1+s_\beta^2)}{2(3+s_\beta^2)},$$

which tends to $3/2$ at $T=0$ and to $1/2$ in the classical limit $s_\beta\to0$, where $\sigma^2=k_BT/k_0$ and $C_3^*=2a\sigma^2$.

**Corollary.** Let $R_{\rm app}=R+2s^2(1/R+1/\lambda)$ be the fitted distance corrected by Lemma 3. In the classical limit, to leading order, $R_{\rm app}-r_0=a\,(1-\frac43\sigma^2k_{\rm eff}^2)$, and for an unbounded window the bias is $-a(2p+3)/6$.

*Proof.* To leading order $s^2=C_2=\sigma^2$ and $C_3=C_3^*$, so the correction restores $C_1^*$ and $R_{\rm app}=r_0+a-\frac23(2a\sigma^2)k_{\rm eff}^2$. Inserting (6) gives $-\frac43a\sigma^2(2p+3)/8\sigma^2=-a(2p+3)/6$. $\square$

If $k_{\rm eff}$ does not depend on $T$, as with uniform weight, then $a\propto T$ and $a\sigma^2\propto T^2$, so $dR_{\rm app}/dT=(a/T)(1-\frac83\sigma^2k_{\rm eff}^2)$. The apparent bond shrinks on heating once $\sigma^2k_{\rm eff}^2>3/8$ and falls below $r_0$ once $\sigma^2k_{\rm eff}^2>3/4$. For the unbounded window, and to the same leading order, $p=3/2$ cancels the expansion and $p=2$ leaves $-a/6$. The model is one-dimensional. In a crystal with site separation $R_c$ and relative displacements $u_\parallel$, $u_\perp$, $r=\sqrt{(R_c+u_\parallel)^2+u_\perp^2}\approx R_c+u_\parallel+u_\perp^2/2R_c$, so $C_1^*$ exceeds the crystallographic distance, a separate effect that is not treated here.

## Worked example

The inputs are chosen model values for a soft bond between two heavy atoms, not measured data: $r_0=2.88$ Å, $M=98.48$ u, $\epsilon/k_B=135$ K, $\lambda=8$ Å, window 3 to 12 Å$^{-1}$ in steps of $0.05$ Å$^{-1}$, $g=k^2$ and $\varphi=0$. The potential is the Morse form $D(1-e^{-\alpha x})^2=D\alpha^2x^2-D\alpha^3x^3+\dots$, so $k_0=2D\alpha^2$ and $k_3=k_0\alpha/2$, with $\alpha=1$ Å$^{-1}$. Then $\epsilon=11.633$ meV, $\omega_E=1.7674\times10^{13}$ s$^{-1}$, $k_0=5.1083\times10^4$ erg/cm$^2=3.1884$ eV/Å$^2$, $D=1.5942$ eV and $k_3=1.5942$ eV/Å$^3$. The distribution $\rho(r)$ comes from numerical diagonalization in a finite box, which removes the dissociation continuum.

At 300 K, (8) gives $\sigma^2=0.00824$ Å$^2$, $a=\frac32\alpha\sigma^2=1.5\times0.00824=0.0124$ Å and $C_3^*=1.973\times10^{-4}$ Å$^3$. The exact values are $C_2^*=0.00863$ Å$^2$, $a=2.89270-2.88=0.01270$ Å and $C_3^*=2.225\times10^{-4}$ Å$^3$, so first order is low by about a tenth in $C_3^*$. For $\alpha=0.1$ Å$^{-1}$ at 400 K the ratio $aC_2^*/C_3^*$ is $0.5092$, near the classical $1/2$.

In Lemma 3, $h'=-0.9414$ Å$^{-1}$ and $h''=0.2390$ Å$^{-2}$. The shift of the mean is $-0.9414\times0.00863=-0.0081$ Å, against the exact $-0.00803$ Å. The shift of the variance is $-0.9414\times2.225\times10^{-4}+0.2390\times0.00863^2=-1.92\times10^{-4}$ Å$^2$, against $-1.860\times10^{-4}$ Å$^2$. With $C_4^*=1.318\times10^{-5}$ Å$^4$ and $h'''=-0.165$ Å$^{-3}$ the shift of the third cumulant is $(-1.241+0.138-0.011)\times10^{-5}=-1.11\times10^{-5}$ Å$^3$, against the exact $-1.06\times10^{-5}$ Å$^3$ from the unrounded cumulants. The omitted term $\frac12h'^2C_5^*=0.06\times10^{-5}$ Å$^3$, though of higher order in the width, is here larger than the $h'''$ term. The effective cumulants are $C_0=-2.8427$ (for $\int P\,dr$ in Å$^{-2}$), $C_1=2.88467$ Å, $C_2=0.00845$ Å$^2$, $C_3=2.118\times10^{-4}$ Å$^3$, $C_4=1.220\times10^{-5}$ Å$^4$, $C_5=1.123\times10^{-6}$ Å$^5$, $C_6=1.436\times10^{-7}$ Å$^6$ and $C_7=2.368\times10^{-8}$ Å$^7$.

At $k=12$ Å$^{-1}$ the leading phase term is $-\frac43\times1728\times2.118\times10^{-4}=-0.488$ rad, and the series through $C_7$ is $-0.4881+0.0745-0.0215=-0.4351$ rad, against $-0.4293$ rad from the direct sum. The amplitude series through $C_8$ is $-2.4325+0.1687-0.0381+0.0131=-2.2888$, against $-2.2927$. The terms alternate and their ratios grow, so at the window edge the truncated series still differ from the direct sum by a few thousandths; whether $2k=24$ Å$^{-1}$ lies inside the disc of (A3) depends on the box. The Morse potential is flat at large $x$, so $e^{tx}$ eventually favours the outer wall. At 300 K the nearest zero of $\mathcal M$ lies at about $29$, $27$, $23$ and $20$ Å$^{-1}$ for an outer wall at $x=1.6$, $2.0$, $2.6$ and $3.2$ Å, while $C_7$ keeps the digits shown. For this model the series are best read as asymptotic. At $k=6$ Å$^{-1}$ the phase is $-0.05885$ rad against $-0.05883$ rad, and $\ln A=-0.59813$ both ways. At $k=10$ Å$^{-1}$ the $C_3$ terms of the two local shifts in Remark 6 are $-0.01412$ Å and $-0.04237$ Å. The $C_5$ terms, $\frac2{15}k^4C_5=0.00150$ Å and $\frac23k^4C_5=0.00749$ Å, reduce both in size.

With $E_0$ fixed, $k_{\rm eff}^2=84.18$ Å$^{-2}$ and the $C_3$ term of (5) is $-\frac23\times2.118\times10^{-4}\times84.18=-0.01189$ Å. The $C_5$ and $C_7$ terms add $+0.00122$ Å and $-0.00026$ Å, for a sum of $-0.01093$ Å. The nonlinear fit gives $-0.01087$ Å for the complex signal and $-0.01088$ Å for the real $\chi$. The fitted distance is $2.88467-0.01087=2.87380$ Å, below $r_0$ although the bond has expanded. The fitted variance is $s^2=0.00795$ Å$^2$, lower than $C_2$ because the positive $C_4$ is also omitted. The geometric correction is $2\times0.00795\times(1/2.87380+1/8)=0.0075$ Å, so $R_{\rm app}-r_0=0.0013$ Å, a tenth of the true expansion. The corollary, with $\frac43C_2k_{\rm eff}^2=0.948$, gives $0.01270\times0.052=0.0007$ Å. It predicts the near cancellation but not the small remainder, which is set by the omitted terms such as $C_5$.

With $E_0$ floated, $\mathrm{Cov}/\mathrm{Var}=124.93$ Å$^{-2}$ and (7) gives $-\frac23\times2.118\times10^{-4}\times124.93=-0.01764$ Å. With $+0.00212$ Å and $-0.00049$ Å from $C_5$ and $C_7$ the sum is $-0.01601$ Å, and the fit gives $-0.01592$ Å. The threshold moves by $-0.904$ eV; the linear relation $\Delta E=b\,(\hbar^2/2m)/R$, with $\hbar^2/2m=3.80998$ eV Å$^2$ and the full $\psi$, gives $-0.899$ eV. This size holds with $\varphi$ kept at the data value $k$. If a phase $\varphi=-2\gamma k$ is evaluated at $k'$, the $1/k$ term of $\delta$ keeps its form with $R$ replaced by $R-\gamma$, so $\Delta R$ is unchanged to first order and $\Delta E$ grows by the factor $R/(R-\gamma)$; for $\gamma=0.4$ Å it is about $-1.05$ eV.

With $C_3$ floated and $E_0$ fixed, the bias drops to $-0.00065$ Å, but the fitted $C_3=1.821\times10^{-4}$ Å$^3$ is low by about a seventh. The main cause is the omitted $C_5$; the higher odd cumulants modify its effect. Dividing the phase by $k$, the fit matches $\frac4{15}C_5x^2$ by $2\Delta R-\frac43\Delta C_3\,x$. Variation of $R$ and of $C_3$ gives $\sum wk\delta=0$ and $\sum wk^3\delta=0$, which for the residual $\delta/k$ are the normal equations of a regression of $x^2$ on a straight line with weight $\propto wx$. The algebra is that of Theorem 3 with this weight in place of $v$, and it gives a positive slope $\mathrm{Cov}(x^2,x)/\mathrm{Var}(x)$ and the intercept $-Q/\mathrm{Var}(x)\le0$, all averages being taken with the new weight, so both $\Delta C_3$ and $\Delta R$ are negative for $C_5>0$.

At weak anharmonicity the $C_3$ term alone is accurate. For $\alpha=0.1$ Å$^{-1}$ the fit gives $-0.001085$ Å against $-0.001086$ Å from the $C_3$ term of (5), evaluated with $w\approx g^2A^2$, and with a window wide enough to count as unbounded $-0.001391$ Å against $-0.001392$ Å from (6). For $\alpha=-0.1$ Å$^{-1}$ the bias is an expansion, $+0.001105$ Å against $+0.001106$ Å. The two cases are not exact mirror images: $C_3$ is $1.967\times10^{-5}$ Å$^3$ and $-2.007\times10^{-5}$ Å$^3$. The part even in $\alpha$ is $\frac12(1.967-2.007)\times10^{-5}=-2.0\times10^{-7}$ Å$^3$. Reversing $\alpha$ reflects $\rho$ about $r_0$, so $C_3^*$ is odd in $\alpha$ while $C_2^*$ and $C_4^*$ are even, and the even terms of Lemma 3 are $h'''C_2^{*3}$ and $h'C_4^*$. The first is $-(4/2.88^3)\times0.00824^3=-0.9\times10^{-7}$ Å$^3$. $C_4^*$ vanishes at $\alpha=0$ and so starts as $\alpha^2$; its value at $\alpha=0.1$ Å$^{-1}$ is $1.07\times10^{-7}$ Å$^4$, so $h'C_4^*\approx-1.0\times10^{-7}$ Å$^3$. The sum, $-1.95\times10^{-7}$ Å$^3$ before rounding, accounts for the asymmetry, whose unrounded value is $-1.98\times10^{-7}$ Å$^3$.

The temperature scan uses direct fits and does not rely on the series. Distances are in Å and $C_3^*$ in Å$^3$.

| $T$ (K) | $C_1^*-r_0$ | $C_3^*$ | $R_{\rm app}-r_0$, $E_0$ fixed | $E_0$ free |
|---|---|---|---|---|
| 50 | 0.00314 | $6.530\times10^{-6}$ | 0.00268 | 0.00247 |
| 100 | 0.00469 | $2.308\times10^{-5}$ | 0.00312 | 0.00243 |
| 200 | 0.00856 | $9.492\times10^{-5}$ | 0.00286 | 0.00039 |
| 300 | 0.01270 | $2.225\times10^{-4}$ | 0.00133 | $-0.00373$ |
| 400 | 0.01697 | $4.129\times10^{-4}$ | $-0.00071$ | $-0.00889$ |

From 50 K to 300 K the bond lengthens by $0.00956$ Å, while the Gaussian fits report $-0.00135$ Å with $E_0$ fixed and $-0.00620$ Å with $E_0$ free. With $E_0$ fixed the apparent distance first rises and then falls, as the corollary indicates, so at low temperature the error shows as too small an expansion and only at higher temperature as a contraction.

The numerical check below tests the following links by independent routes. The pair formula is compared with finite differences of the Green function, the moment relations through $C_4$ and the coefficients through $C_6$ with symbolic algebra, and the recursion (2) with the gamma and split distributions. Equations (3) and (4) are compared with the direct Fourier sum, the $C_1$ and $C_2$ relations of Lemma 3 with cumulants computed from $\rho$ and $P$, Lemma 4 with diagonalization at weak anharmonicity, and (5), (6), the $\Delta R$ part of (7) and the linear relation for $\Delta E$ with the full $\psi$ with nonlinear least-squares fits. In its output the reduced mass and the vibrational frequency are labelled mu and omega.

## Calculated quantities

```
hbar^2/2m = 3.80998 eV A^2
gamma a=9, theta=0.03 A: C3=4.8600e-04 A^3, radius k=16.67 1/A
split shell d=0.08 A: C4=-8.1920e-05 A^4, beat k=9.82 1/A
inputs: r0=2.88 A, mu=98.48 u, theta_E=135.0 K, alpha=1.0 1/A, lambda=8.0 A
hbar*omega=11.633 meV, omega=1.7674e+13 1/s, D=1.5942 eV
k0=3.1884 eV/A^2 = 5.1083e+04 erg/cm^2, k3=1.5942 eV/A^3
a*C2/C3 (alpha=0.1 1/A, 400 K) = 0.5092
300 K first order: a=0.01237 A, sigma^2=0.00824 A^2, C3=1.973e-04 A^3
300 K real: C1=2.89270 A, C2=0.00863 A^2, C3=2.225e-04 A^3
   C4=1.318e-05 A^4, C5=1.249e-06 A^5, C6=1.647e-07 A^6, C7=2.800e-08 A^7
300 K eff.: C1=2.88467 A, C2=0.00845 A^2, C3=2.118e-04 A^3
   C4=1.220e-05 A^4, C5=1.123e-06 A^5, C6=1.436e-07 A^6, C7=2.368e-08 A^7
C0=-2.8427 (ln of 1/A^2), h'=-0.9414 1/A, h''=0.2390 1/A^2
C1-C1*: exact -0.00803 A, formula -0.00813 A
C2-C2*: exact -1.860e-04 A^2, formula -1.916e-04 A^2
k=6 1/A: ln amp exact -0.59813, series -0.59813; phase -0.05883, -0.05885 rad
k=12 1/A: ln amp exact -2.29268, series -2.28885; phase -0.42928, -0.43510 rad
k=12 amp terms n=2,4,6,8: -2.4325 0.1687 -0.0381 0.0131
k=12 phase terms n=3,5,7 (rad): -0.4881 0.0745 -0.0215
fit window 3-12 1/A, step 0.05 1/A, envelope g=k^2 (p=2), phi=0
E0 fixed: k_eff^2=84.18 1/A^2, fitted s2=0.00795 A^2
   dR from C3,C5,C7 (A): -0.01189 0.00122 -0.00026 sum -0.01093
   dR fit complex -0.01087 A, fit real chi -0.01088 A
E0 free: Cov/Var=124.93 1/A^2, dE fit -0.904 eV, linear -0.899 eV
   dR from C3,C5,C7 (A): -0.01764 0.00212 -0.00049 sum -0.01601
   dR fit -0.01592 A
C3 free: dR=-0.00065 A, fitted C3=1.821e-04 A^3
(4/3)*C2*k_eff^2 = 0.948
uniform weight k_eff^2 = 87.69 1/A^2
local k=10 1/A: -(2/3)k^2C3=-0.01412 A, -2k^2C3=-0.04237 A
alpha=0.1: C3=1.967e-05 A^3, dR fit -0.001085 A, formula -0.001086 A
   unbounded window: fit -0.001391 A, formula -0.001392 A
alpha=-0.1: C3=-2.007e-05 A^3, dR fit 0.001105 A, formula 0.001106 A
   unbounded window: fit 0.001413 A, formula 0.001413 A
T(K) C1*-r0(A) C2*(A^2) C3*(A^3) Rapp-r0 E0 fixed(A) E0 free(A)
50 0.00314 0.00210 6.530e-06 0.00268 0.00247
100 0.00469 0.00314 2.308e-05 0.00312 0.00243
200 0.00856 0.00578 9.492e-05 0.00286 0.00039
300 0.01270 0.00863 2.225e-04 0.00133 -0.00373
400 0.01697 0.01162 4.129e-04 -0.00071 -0.00889
50->300 K change (A): true 0.00956, E0 fixed -0.00135, E0 free -0.00620
```
